# Valley Degeneracy in the Electron Gas and the Limits of RPA: a numerical check

```python
"""
Multivalley electron gas in effective atomic units.

Result under test, energies per electron in effective hartree (Ha*):
  kinetic     = 3 kF^2 / 10,   exchange = -3 kF / (4 pi),
  RPA correlation(rs; nu) = nu * RPA correlation(s; 1),  s = nu^(4/3) rs.
RPA is the leading correlation energy for many valleys at fixed s.
At fixed rs a large nu alone does not make it exact.

nu: number of equivalent valleys (each with two spins)
rs: radius of the sphere holding one electron, in effective bohr a*
kF: Fermi wave vector = (9 pi / (4 nu))^(1/3) / rs, in 1/a*
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfc, gamma as gamma_function, spherical_jn

pi = np.pi


def fermi_vector(rs, nu):
    return (9 * pi / (4 * nu)) ** (1 / 3) / rs


def kinetic(rs, nu):
    return 0.3 * fermi_vector(rs, nu) ** 2


def exchange(rs, nu):
    return -3 * fermi_vector(rs, nu) / (4 * pi)


def ring_function(z):
    """ln(1+z) - z, with a series where the difference cancels."""
    series = -z**2 / 2 + z**3 / 3 - z**4 / 4
    return np.where(np.abs(z) < 1e-3, series, np.log1p(z) - z)


def lindhard(x, u):
    """-chi0 / density of states; x = q/kF, u = omega/(q kF)."""
    radius = u**2 + x**2 / 4
    log_term = np.log1p(2 * x / ((1 - x / 2) ** 2 + u**2))
    angles = np.arctan((1 + x / 2) / u) + np.arctan((1 - x / 2) / u)
    full = 0.5 * (1 + (1 + u**2 - x**2 / 4) * log_term / (2 * x)
                  - u * angles)
    return np.where(radius > 1e6, 1 / (3 * radius), full)


def rpa_one_valley(s):
    """RPA correlation energy of the one-valley gas at rs = s."""
    kf = fermi_vector(s, 1)
    coupling = 4 / (pi * kf)
    log_x = np.linspace(np.log(1e-4),
                        np.log(300 * (1 + coupling**0.25)), 450)
    x = np.exp(log_x)[:, None]
    y = np.linspace(-24, 7, 700)
    u = (1 + x / 2 + np.sqrt(coupling) / x) * np.exp(y)[None, :]
    integrand = ring_function(coupling * lindhard(x, u) / x**2) * u
    inner = trapezoid(integrand, y, axis=1)
    outer = trapezoid(x[:, 0] ** 4 * inner, log_x)
    return 3 * kf**2 / (4 * pi) * outer


def rpa_scaled(rs, nu):
    return nu * rpa_one_valley(nu ** (4 / 3) * rs)


def rpa_direct(rs, nu):
    """RPA in unscaled q and omega; chi0 by quadrature over the Fermi ball."""
    density = 3 / (4 * pi * rs**3)
    kf = (3 * pi**2 * density / nu) ** (1 / 3)
    node, weight = np.polynomial.legendre.leggauss(80)
    t, wt = (node + 1) / 2, weight / 2
    half_line, half_weight = t / (1 - t), wt / (1 - t) ** 2
    total = 0.0
    for q, wq in zip(half_line, half_weight):
        speed = (1 + q) * half_line          # omega / q
        w_omega = q * (1 + q) * half_weight
        # k_parallel + q/2 = speed*sinh(theta) removes the near-pole
        low = np.arcsinh((q / 2 - kf) / speed)
        high = np.arcsinh((q / 2 + kf) / speed)
        theta = low[:, None] + (high - low)[:, None] * t[None, :]
        k_par = speed[:, None] * np.sinh(theta) - q / 2
        ball = (kf**2 - k_par**2) * np.tanh(theta)
        chi0 = -2 * nu / (8 * pi**2) * (2 / q) * (high - low) * (ball @ wt)
        rings = ring_function(-4 * pi / q**2 * chi0)
        total += wq * q**2 / (2 * pi**2) * np.sum(w_omega * rings) / pi
    return total / (2 * density)


# Effective units from SI constants, for round model parameters
mass_ratio, kappa, density_cm3 = 0.3, 12.0, 1e19
mass = mass_ratio * const.m_e
coulomb = const.e**2 / (4 * pi * const.epsilon_0 * kappa)
bohr_eff = const.hbar**2 / (mass * coulomb)
hartree_eff = coulomb / bohr_eff
mev = hartree_eff / const.e * 1000
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
assert abs(bohr_eff / (kappa / mass_ratio * bohr) - 1) < 1e-8
assert abs(hartree_eff / (mass_ratio / kappa**2 * hartree) - 1) < 1e-8
density_si = density_cm3 * 1e6
rs = (3 / (4 * pi * density_si)) ** (1 / 3) / bohr_eff
density = density_si * bohr_eff**3
valleys = (1, 2, 6, 12)
for nu in valleys:
    kf_si = (3 * pi**2 * density_si / nu) ** (1 / 3)
    kinetic_si = 0.3 * const.hbar**2 * kf_si**2 / mass
    exchange_si = -3 * coulomb * kf_si / (4 * pi)
    assert abs(kinetic_si / (kinetic(rs, nu) * hartree_eff) - 1) < 1e-10
    assert abs(exchange_si / (exchange(rs, nu) * hartree_eff) - 1) < 1e-10

# Kinetic energy by filling plane waves in a box, flavour by flavour
axis = np.arange(-40, 41)
norms = (axis[:, None, None]**2 + axis[None, :, None]**2
         + axis[None, None, :]**2).ravel()
states_per_flavour = 200000
mean_norm = np.mean(np.sort(norms)[:states_per_flavour])
# Exchange energy from the density matrix of each flavour
z = np.linspace(1e-8, 2000, 400001)
shape = 3 * spherical_jn(1, z) / z
for nu in valleys:
    box = (2 * nu * states_per_flavour / density) ** (1 / 3)
    filled = 0.5 * (2 * pi / box) ** 2 * mean_norm
    assert abs(filled / kinetic(rs, nu) - 1) < 1e-3
    r = z / fermi_vector(rs, nu)
    flavour_matrix = density / (2 * nu) * shape
    hole = -2 * nu * flavour_matrix**2 / density
    from_hole = 0.5 * simpson(4 * pi * r * hole, x=r)
    assert abs(from_hole / exchange(rs, nu) - 1) < 1e-5

# RPA scaling law against the unscaled calculation
correlation = {nu: rpa_scaled(rs, nu) for nu in valleys}
direct = {nu: rpa_direct(rs, nu) for nu in valleys}
scaling_error = max(abs(direct[nu] / correlation[nu] - 1) for nu in valleys)
assert scaling_error < 1e-3

# Limit s >> 1: Bogoliubov energy of charged bosons
limit_A = (2**2.5 * 3**0.25 * gamma_function(0.75)**2 / (5 * pi**1.5))


def boson_integrand(q, n):
    plasma2, free = 4 * pi * n, q**2 / 2
    root = np.sqrt(free**2 + plasma2)
    return -q**2 * plasma2**2 / (2 * free * (root + free)**2)


test_density = 3 / (4 * pi * 2.0**3)
boson = quad(boson_integrand, 0, np.inf, args=(test_density,))[0]
boson /= 2 * test_density * 2 * pi**2
assert abs(boson / (-limit_A * 2.0**-0.75) - 1) < 1e-6
large_s = (1e2, 1e4, 1e6)
limit_ratio = [(exchange(s, 1) + rpa_one_valley(s)) / (-limit_A * s**-0.75)
               for s in large_s]
deviation = np.abs(np.array(limit_ratio) - 1)
assert deviation[0] > deviation[1] > deviation[2]
assert deviation[2] < 5e-3

# Flavour counting: g flavours, one electron each on two sites
hop, repulsion = 1.0, 2.0


def flavour_ground(g):
    m = np.arange(g + 1) - g / 2
    off = -hop * np.sqrt(g / 2 * (g / 2 + 1) - m[:-1] * (m[:-1] + 1))
    return eigh_tridiagonal(2 * repulsion / g * m**2, off, select="i",
                            select_range=(0, 0), eigvals_only=True)[0]


def embed(matrix, site, count):
    return np.kron(np.kron(np.eye(2**site), matrix),
                   np.eye(2**(count - site - 1)))


sigma_x, sigma_z = np.array([[0., 1.], [1., 0.]]), np.diag([1., -1.])
sum_x = sum(embed(sigma_x, i, 6) for i in range(6))
sum_z = sum(embed(sigma_z, i, 6) for i in range(6))
full_h = -hop * sum_x + repulsion / 12 * sum_z @ sum_z
assert abs(np.linalg.eigvalsh(full_h)[0] - flavour_ground(6)) < 1e-10


def toy_ring(omega):
    strength = 4 * hop * repulsion / (omega**2 + 4 * hop**2)
    return float(ring_function(strength)) / (2 * pi)


toy_rpa = quad(toy_ring, 0, np.inf)[0]
flavours = (100, 200, 400)
toy_exact = [flavour_ground(g) + g * hop - repulsion / 2 for g in flavours]
toy_error = [energy - toy_rpa for energy in toy_exact]
assert abs(toy_error[0] / toy_error[1] - 2) < 0.1
assert abs(toy_error[1] / toy_error[2] - 2) < 0.1
assert abs(2 * toy_exact[2] - toy_exact[1] - toy_rpa) < 1e-4

# Electrostatic lower bound: each point charge smeared into a ball
ball_self = quad(lambda r: 0.5 * 3 * r**2 * (3 - r**2) / 2, 0, 1)[0]
ball_background = quad(lambda r: 3 * (r - r**2 * (3 - r**2) / 2), 0, 1)[0]
bound = ball_self + ball_background


def bcc_energy(eta):
    """Ewald energy per point charge in a uniform background, rs = 1."""
    volume = 4 * pi / 3
    edge = (2 * volume) ** (1 / 3)
    h = np.array(np.meshgrid(*[np.arange(-6, 7)] * 3)).reshape(3, -1).T
    sites = edge * np.vstack((h, h + 0.5))
    distance = np.linalg.norm(sites, axis=1)
    distance = distance[distance > 1e-9]
    even = h[(h.sum(axis=1) % 2 == 0) & (np.abs(h).sum(axis=1) > 0)]
    g2 = (2 * pi / edge) ** 2 * np.sum(even**2, axis=1)
    real = np.sum(erfc(eta * distance) / distance)
    recip = 4 * pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
    return 0.5 * (real + recip - 2 * eta / np.sqrt(pi)
                  - pi / (eta**2 * volume))


bcc = bcc_energy(1.5)
assert abs(bcc - bcc_energy(1.2)) < 1e-8
assert -bound < bcc < -bound + 0.01
crossing_rs = (bound / limit_A) ** 4
dilute_rs, many = 100.0, 1000
dilute_total = (kinetic(dilute_rs, many) + exchange(dilute_rs, many)
                + rpa_scaled(dilute_rs, many))
assert dilute_rs > crossing_rs and dilute_total < -bound / dilute_rs

print(f"mass ratio {mass_ratio:.2f}, dielectric constant {kappa:.1f}")
print(f"density {density_cm3:.2e} cm^-3")
print(f"effective bohr a* {bohr_eff * 1e9:.4f} nm")
print(f"effective hartree Ha* {mev:.3f} meV")
print(f"rs {rs:.4f} (dimensionless)")
print(f"kinetic coefficient, nu=1: {kinetic(1, 1):.6f} Ha*")
print(f"exchange coefficient, nu=1: {exchange(1, 1):.6f} Ha*")
for nu in valleys:
    k, x, c = kinetic(rs, nu), exchange(rs, nu), correlation[nu]
    print(f"nu={nu}: s {nu**(4/3)*rs:.3f}, kF {fermi_vector(rs, nu):.4f} 1/a*")
    print(f"  kinetic {k:.5f}, exchange {x:.5f} Ha*")
    print(f"  RPA corr. {c:.5f}, exch.+corr. {x+c:.5f}, total {k+x+c:.5f} Ha*")
for nu in (1, 6):
    k, x, c = (e * mev for e in (kinetic(rs, nu), exchange(rs, nu),
                                 correlation[nu]))
    print(f"nu={nu}: kin. {k:.2f}, exch. {x:.2f}, corr. {c:.2f}, "
          f"total {k+x+c:.2f} meV")
print(f"nu=6 / nu=1 ratios: kinetic {kinetic(rs,6)/kinetic(rs,1):.4f}, "
      f"exchange {exchange(rs,6)/exchange(rs,1):.4f}")
print(f"nu=6 / nu=1 ratio: RPA corr. {correlation[6]/correlation[1]:.4f}")
print(f"one-valley RPA corr. at s of nu=6: {correlation[6]/6:.6f} Ha*")
print(f"largest scaling-law discrepancy {scaling_error:.1e} (relative)")
print(f"many-valley coefficient A {limit_A:.6f} Ha*")
print(f"many-valley exch.+corr. at this rs {-limit_A*rs**-0.75:.5f} Ha*")
for s, ratio in zip(large_s, limit_ratio):
    print(f"s={s:.0e}: (exch.+corr.)/limit {ratio:.5f}")
print(f"flavour model: hopping {hop:.1f}, U {repulsion:.1f} (model units)")
print(f"flavour model RPA corr. {toy_rpa:.6f} (model units)")
for g, energy, error in zip(flavours, toy_exact, toy_error):
    print(f"g={g}: exact corr. {energy:.6f}, exact-RPA {error:.6f}")
print(f"ball self-energy {ball_self:.3f}, background {ball_background:.3f} "
      "Ha* at rs=1")
print(f"lower bound {-bound:.4f}, bcc lattice {bcc:.5f} Ha* at rs=1")
print(f"limiting RPA crosses the bound at rs {crossing_rs:.2f}")
print(f"nu={many}, rs={dilute_rs:.0f}: RPA total {dilute_total:.6f} Ha*")
print(f"lower bound at that rs {-bound/dilute_rs:.6f} Ha*")
print("all tests passed")
```

It prints:

```
mass ratio 0.30, dielectric constant 12.0
density 1.00e+19 cm^-3
effective bohr a* 2.1167 nm
effective hartree Ha* 56.690 meV
rs 1.3603 (dimensionless)
kinetic coefficient, nu=1: 1.104951 Ha*
exchange coefficient, nu=1: -0.458165 Ha*
nu=1: s 1.360, kF 1.4108 1/a*
  kinetic 0.59711, exchange -0.33681 Ha*
  RPA corr. -0.07103, exch.+corr. -0.40784, total 0.18927 Ha*
nu=2: s 3.428, kF 1.1198 1/a*
  kinetic 0.37616, exchange -0.26732 Ha*
  RPA corr. -0.09990, exch.+corr. -0.36722, total 0.00893 Ha*
nu=6: s 14.831, kF 0.7764 1/a*
  kinetic 0.18084, exchange -0.18535 Ha*
  RPA corr. -0.15047, exch.+corr. -0.33582, total -0.15498 Ha*
nu=12: s 37.372, kF 0.6162 1/a*
  kinetic 0.11392, exchange -0.14711 Ha*
  RPA corr. -0.18055, exch.+corr. -0.32766, total -0.21374 Ha*
nu=1: kin. 33.85, exch. -19.09, corr. -4.03, total 10.73 meV
nu=6: kin. 10.25, exch. -10.51, corr. -8.53, total -8.79 meV
nu=6 / nu=1 ratios: kinetic 0.3029, exchange 0.5503
nu=6 / nu=1 ratio: RPA corr. 2.1182
one-valley RPA corr. at s of nu=6: -0.025078 Ha*
largest scaling-law discrepancy 2.0e-05 (relative)
many-valley coefficient A 0.401539 Ha*
many-valley exch.+corr. at this rs -0.31878 Ha*
s=1e+02: (exch.+corr.)/limit 1.01455
s=1e+04: (exch.+corr.)/limit 1.00113
s=1e+06: (exch.+corr.)/limit 1.00011
flavour model: hopping 1.0, U 2.0 (model units)
flavour model RPA corr. -0.267949 (model units)
g=100: exact corr. -0.267173, exact-RPA 0.000776
g=200: exact corr. -0.267562, exact-RPA 0.000387
g=400: exact corr. -0.267756, exact-RPA 0.000194
ball self-energy 0.600, background 0.300 Ha* at rs=1
lower bound -0.9000, bcc lattice -0.89593 Ha* at rs=1
limiting RPA crosses the bound at rs 25.24
nu=1000, rs=100: RPA total -0.012698 Ha*
lower bound at that rs -0.009000 Ha*
all tests passed
```
